The dimer method: finding a saddle without a known product

**Result**

Let E(x) be the smooth potential energy of n atoms, x the vector of their 3n Cartesian coordinates, F = −∇E the force and H the Hessian. Order the eigenvalues of H as λ₁ < λ₂ ≤ λ₃ ≤ …, with unit eigenvectors vᵢ. Lengths are not weighted by mass. In a periodic cell, uniform translations cost no energy and are removed from all vectors and from the list of eigenvalues. Take N = v₁(x), the direction of lowest curvature C = N·HN, and follow

dx/dt = F − 2(F·N)N  if C < 0,
dx/dt = −(F·N)N  if C > 0.  (1)

Among the stationary points of E with no zero eigenvalue and with λ₁ simple, the linearly stable points of (1) are exactly the first-order saddles, those with one negative eigenvalue. The flow uses forces near the current point and needs no final state. The statement is local: it promises neither convergence from every start nor arrival at the lowest saddle.

**Curvature from two forces**

Place two images of the system, the dimer, at x ± dN with |N| = 1. Write D = N·∇ for the derivative along N. Taylor expansion gives

F(x ± dN) = F ± d DF + (d²/2) D²F ± (d³/6) D³F + …

In the difference the even terms cancel. Since DF = −HN and D³F = −∇(D³E) at fixed N,

[F(x − dN) − F(x + dN)]/(2d) = HN + (d²/6) ∇(D³E) + O(d⁴).  (2)

Projection on N gives the measured curvature

C_d = C + (d²/6) D⁴E + O(d⁴).  (3)

The sum of the image energies obeys E₊ + E₋ − 2E(x) = d²C + O(d⁴). Turning the dimer about a fixed centre so that its energy falls therefore lowers C, to leading order in d.

If each force component along N has an error up to ε, the difference in (2) adds an error up to ε/d. The sum d²|D⁴E|/6 + ε/d is least where d|D⁴E|/3 = ε/d², that is, at

d³ = 3ε/|D⁴E|.

A very short dimer is thus harmful when forces are noisy. With ε = 0.01 eV/nm and d = 10⁻⁴ nm, the curvature error may reach 100 eV/nm², over half the curvature found below. An analytic potential has nearly noise-free forces and permits this d; a loosely converged electronic calculation does not.

**Rotation toward minimum curvature**

Define the residual R = HN − CN. It is perpendicular to N, because N·R = C − C = 0. For a unit vector T perpendicular to N, the turned direction N cos φ + T sin φ has curvature

C(φ) = C cos²φ + C_T sin²φ + 2b sin φ cos φ,
C_T = T·HT, b = N·HT.

Its slope at φ = 0 is 2b = 2T·HN = 2T·R. The steepest decrease is along T = −R/|R|, for which b = −|R|. Double-angle formulas give

C(φ) = (C + C_T)/2 − a cos 2φ + b sin 2φ, a = (C_T − C)/2.

Set a = ρ cos 2φ* and −b = ρ sin 2φ*, with ρ = √(a² + b²). The last two terms become −ρ cos(2φ − 2φ*), so the minimum lies at

2φ* = atan2(−2b, C_T − C).  (4)

One rotation lowers C by ρ − a, which is positive unless R = 0. By linearity, the new HN is cos φ* HN + sin φ* HT, so each rotation costs one new product HT, or two force calls.

Rotation stops where R = 0, at any eigenvector. At vₖ with λₖ > λ₁, turning toward v₁ changes C by (λ₁ − λₖ) sin²φ < 0, so that eigenvector is not a minimum. The search can still end at such an eigenvector if it starts exactly perpendicular to v₁: HN is then also perpendicular to v₁, and in exact arithmetic the search never acquires that component. A random start avoids this with probability one.

The residual bounds the remaining error. Expand N = Σcᵢvᵢ and let θ be the angle between N and v₁. If C < λ₂,

|R|² = Σ(λᵢ − C)²cᵢ² ≥ (λ₂ − C)² sin²θ,

and therefore

sin θ ≤ |R|/(λ₂ − C).  (5)

For the eigenvalue, note that Σ(λᵢ − λ₁)(λᵢ − λ₂)cᵢ² ≥ 0, since no term is negative. With Σλᵢ²cᵢ² = |R|² + C² this reads |R|² + (C − λ₁)(C − λ₂) ≥ 0, or

0 ≤ C − λ₁ ≤ |R|²/(λ₂ − C).  (6)

The direction error is of first order in the residual and the curvature error of second order.

**Why the reversed force finds saddles**

Let x = x* + u near a stationary point x*. Then F = −Hu + O(u²), with H taken at x*. Because λ₁ is simple, v₁(x) = v₁ + O(u) with a suitable choice of sign, and the sign drops out of (1). The change in N multiplies F, itself of order u, so it contributes only at order u². Because λ₁ ≠ 0, the branch does not switch nearby.

For λ₁ < 0 this gives

du/dt = −(I − 2v₁v₁ᵀ)Hu.

The component u₁ along v₁ obeys du₁/dt = λ₁u₁ and decays. Every other component obeys duᵢ/dt = −λᵢuᵢ and decays only if λᵢ > 0. Stability therefore requires one negative eigenvalue and no more; the linear flow is then −|H|u. At a minimum the second branch applies, and du₁/dt = +λ₁u₁ grows.

As a test, take the dimensionless surface

E = (x² − 1)² + 1.5(y² − 1)² + 0.3xy,

and differentiate (1) numerically at four stationary points. The largest growth rate is 7.065 at a minimum, −3.938 and −5.961 at two saddles, and 3.956 at the maximum.

Three limits of the result matter in use.

First, the second branch can vanish where F is not zero, on surfaces where q = F·v₁ = 0. Along the flow,

dq/dt = q[λ₁ − F·(v₁·∇)v₁].

These surfaces repel when the bracket is positive, as it is if v₁ turns slowly; otherwise the search can stall there. A stopping rule must therefore test the full force F and the sign of C. In the first branch the difficulty is absent: I − 2NNᵀ is a reflection and preserves length, so the modified force vanishes only where F does.

Second, (1) is in general not the gradient of an energy. In two dimensions let v₁ = (cos α, sin α) and t = (−sin α, cos α). The curl of the added term 2(∇E·v₁)v₁, after use of v₁·Ht = 0, is

2[(∇E·v₁)(v₁·∇α) − (∇E·t)(t·∇α)],

which need not vanish where α varies. A line search that demands a falling energy has no justification here.

Third, N can jump where λ₁ = λ₂, and the modified force can jump where C changes sign. A trajectory may then chatter or cycle.

**Errors of direction and of translation**

Suppose N is held fixed at an angle θ from v₁ at a two-dimensional saddle. While C = N·HN < 0, the first branch of (1) acts and the linear matrix is J = −(I − 2NNᵀ)H. Its determinant is (−1)λ₁λ₂ > 0. Its trace is

tr J = −λ₁ − λ₂ + 2(λ₁cos²θ + λ₂sin²θ) = −(λ₂ − λ₁) cos 2θ.

With a positive determinant, stability requires a negative trace, so θ < 45°. Negative curvature along N is not enough. For λ₁ = −1 and λ₂ = 0.4, an angle of 50° gives C = −0.178, yet the growth rate is tr J/2 = 0.122. Negative curvature is still necessary: it requires tan²θ < |λ₁|/λ₂, which is the stricter limit when λ₂ > |λ₁|. Beyond it the second branch acts, and a displacement along N grows at the rate C > 0. Both limits are derived for two dimensions.

A misalignment within both limits changes the rate of approach but does not move the saddle, provided F is evaluated at the centre. Replacing F by the mean of the image forces saves a call but adds (d²/2)D²F. The point where the search stops then shifts by u = (d²/2)H⁻¹D²F to leading order.

Discretize the flow as x → x + sF_eff, where F_eff is the right side of (1). Near a saddle each error component is multiplied by 1 − s|λᵢ| per step, so convergence requires

s < 2/max|λᵢ|.  (7)

For small s the smallest |λᵢ| sets the number of steps. The remaining force also bounds the energy error. In the harmonic region E − E* = ½Σλᵢuᵢ², and Fᵢ = −λᵢuᵢ, hence

|E − E*| ≤ |F|²/(2 min|λᵢ|).  (8)

**A vacancy jump in copper**

The example is an atom jumping into a vacant site, an elementary step in the growth of voids in copper interconnects. The energy is a second-moment tight-binding model,

E = Σᵢ { A Σⱼ w(rᵢⱼ) exp[−p(rᵢⱼ/r₀ − 1)] − ξ √(Σⱼ w(rᵢⱼ) exp[−2q(rᵢⱼ/r₀ − 1)]) },

with j ≠ i, r₀ = 0.256 nm, p = 11 and q = 2.3. The cutoff is w = 1 − z³(10 − 15z + 6z²), where z rises linearly from 0 at 0.384 nm to 1 at 0.512 nm and is constant outside that range. Requiring a cohesive energy of 3.5 eV per atom and zero pressure gives two linear equations for the strengths, with solution A = 0.0904 eV and ξ = 1.256 eV. The periodic cell has 108 sites and 107 atoms.

From the relaxed vacancy, one neighbour is moved 0.10 nm toward the open site and all coordinates receive random noise of 0.002 nm. The initial N is random. The kick uses knowledge of the open space, but no final structure. Settings are d = 10⁻⁴ nm, s = 3×10⁻⁴ nm²/eV and a cap of 0.02 nm on the total displacement per step. Rotation stops at |R| < 1 eV/nm² or after two turns per step (60 at the start). For the first rotation, (4) gives 17.26°, as does direct minimization of the energy of a dimer with d = 0.002 nm.

The start lies 1.754 eV above the minimum, with C = −464 eV/nm². The search comes down to the saddle from above: the energy is 0.737 eV after 10 steps and 0.7192 eV at step 186, where the largest atomic force is 0.002 eV/nm. Ordinary relaxation from the same start returns to a minimum with the energy of the initial state, so here the force reversal makes the difference.

The 187 force evaluations at the centre and the 2 × 187 for HN make 561 calls. The total is 861, so (861 − 561)/2 = 150 rotations were made. One full Hessian by central differences costs 642 calls; computing it at every centre would cost 187 × 642 ≈ 120,000.

The full Hessian at the end point has one negative eigenvalue, −185.6 eV/nm², equal to the dimer curvature at this precision. The overlap of the two directions is 0.999999. The softest positive eigenvalue is 100.5 eV/nm², so a residual of 1 eV/nm² would allow, by (5), an angle of at most 1/(100.5 + 185.6) = 0.0035 rad. For the d² law in (3), curvatures at d = 0.004 and 0.002 nm were compared with that at 10⁻⁴ nm. The expected error ratio is (16 − 0.01)/(4 − 0.01) = 4.008; the computed one is 4.005.

The stiffest eigenvalue, 2345 eV/nm², gives s max|λ| = 0.70, within (7). The softest mode shrinks by 1 − 0.0302 = 0.970 per step, or by 0.072 over 86 steps. From step 100 to step 186 the largest force falls from 0.0288 to 0.0020 eV/nm, a factor of 0.069. This is close to the decay of the softest mode, as expected when modes near the soft end of the spectrum control the final approach; the comparison does not single out one of them. Bound (8), with |F|² ≤ 107 × (0.002)² eV²/nm², leaves an energy error of at most 2.2×10⁻⁶ eV at the saddle.

An independent value comes from symmetry. Put the jumping atom midway between the two sites and relax the others while preserving inversion through that midpoint. This yields 0.71924 eV, the same as the dimer barrier. The dimer search did not use this symmetry.

Descending from the saddle on both sides reveals the product. One end reproduces the initial structure within 2.5×10⁻⁵ nm. At the other, the atom has moved 0.250 nm, slightly less than the site spacing of 0.256 nm. Inversion relates the two ends, so the atom leans toward the vacancy by about 0.003 nm in each.

Two shorter kicks, with the same noise and initial direction but a looser force limit of 0.05 eV/nm, also reached 0.7192 eV. The 0.06 nm kick took 109 steps. The 0.03 nm kick began with C = +56 eV/nm², where the second branch acts, and took 132. Three starts aimed at the open site do not measure the success rate of undirected ones.

**From barrier to jump rate**

In classical harmonic transition-state theory, the rate is the mean forward velocity √(kT/2πm) times the ratio of configuration integrals at the saddle surface and in the minimum. Each mode contributes √(2πkT/λ). The surface has one mode fewer, so

rate = (1/(2π√m)) [∏√λᵢ(min) / ∏′√λᵢ(saddle)] exp(−E_m/kT),

where ∏′ omits the negative eigenvalue and E_m is the barrier. There are 318 factors above and 317 below. The prefactor is 4.35×10¹² s⁻¹. At 378 K, kT = 0.03257 eV, and

rate = 4.35×10¹² × exp(−0.7192/0.03257) ≈ 1.1×10³ s⁻¹

for a jump to one chosen neighbour. The prefactor is not converged in cell size: it rises to 4.60×10¹² s⁻¹ with 255 atoms and 4.77×10¹² s⁻¹ with 499, which brings the rate to 1.2×10³ s⁻¹, and it is still rising.

At the fixed lattice parameter of the perfect crystal, enlarging the cell to 255 atoms changes the barrier by less than 10⁻⁴ eV, and 499 atoms lower it by 2×10⁻⁴ eV. Letting the 107-atom cell change its size to zero pressure, with its cubic shape kept, raises it by 0.003 eV. Expanding the lattice by 0.144 %, a rough allowance for heating from 293 to 378 K, lowers it by 0.010 eV and raises the rate by exp(0.0102/0.03257) ≈ 1.37 at fixed prefactor; the prefactor falls by 3 % under the same strain, which leaves a factor of 1.32. Replacing each classical vibrational factor kT/ħω by 1/[2 sinh(ħω/2kT)], and including parabolic-barrier tunnelling, multiplies the rate by 0.95; tunnelling alone gives 1.005. A current of 10¹⁰ A/m², with a rough effective charge number of 5 and resistivity of 2×10⁻⁸ Ω m, tilts the barrier by 1.3×10⁻⁷ eV. It biases the jumps without appreciably changing their frequency. An error of 0.1 eV in the potential would change the rate by a factor of about 22, more than any of these effects. Recrossing and anharmonicity beyond the uniform expansion are not assessed.

The model's bulk modulus of 145 GPa, vacancy formation energy of 1.21 eV and migration barrier of 0.72 eV are near the rough values for copper, 140 GPa, 1.3 eV and 0.7 eV. This agreement depends on the cutoff window, which is an arbitrary choice. Four other windows (0.37–0.43, 0.384–0.48, 0.40–0.53 and 0.45–0.505 nm), each with A and ξ refitted, give barriers from 0.63 to 0.76 eV, prefactors from 2.4×10¹² to 4.4×10¹² s⁻¹, bulk moduli from 126 to 151 GPa and formation energies from 1.21 to 1.30 eV. The rate at 378 K then ranges from about 4×10² to 1.5×10⁴ s⁻¹. The many digits of the barrier test the search method, not the value for copper. Real interconnects break the assumption of a perfect crystal around the vacancy: much of their transport runs along interfaces and grain boundaries. Bulk diffusion by vacancies in the model costs 1.21 + 0.72 = 1.93 eV, against very roughly 0.9 eV for such fast paths. At 378 K a difference of 1 eV changes the Boltzmann factor by a factor of about 2×10¹³. The computed jump rate therefore describes a vacancy already present inside a grain and is not a line lifetime. The numerical output lists the remaining digits.

Computed results

```
STABILITY TESTS
negative eigenvalues 0: largest growth rate 7.065 (model)
negative eigenvalues 1: largest growth rate -3.938 (model)
negative eigenvalues 1: largest growth rate -5.961 (model)
negative eigenvalues 2: largest growth rate 3.956 (model)
largest stable misalignment: 45.000 degrees
at 50 degrees: C = -0.178, growth = 0.122 (model)
COPPER MODEL
neighbour distance 0.256 nm, lattice parameter 0.3620 nm
cohesive energy 3.50 eV, exponents p 11.0, q 2.3
cutoff starts 0.384 nm, ends 0.512 nm
solved strengths: A = 0.09043 eV, XI = 1.25603 eV
bulk modulus 144.9 GPa
vacancy formation energy 1.212 eV, atoms 107
DIMER SEARCH
kick 0.10 nm, noise 0.002 nm per component
half-length 1.0e-04 nm, step 3.0e-04 nm^2/eV, cap 0.02 nm
first rotation: formula 17.26 degrees, direct 17.26 degrees
step 0: E-Emin 1.7539 eV, C -464.3 eV/nm^2, max force 21.7162 eV/nm
step 10: E-Emin 0.7374 eV, C -197.9 eV/nm^2, max force 3.9510 eV/nm
step 30: E-Emin 0.7239 eV, C -193.9 eV/nm^2, max force 1.1780 eV/nm
step 100: E-Emin 0.7193 eV, C -186.7 eV/nm^2, max force 0.0288 eV/nm
step 186: E-Emin 0.7192 eV, C -185.6 eV/nm^2, max force 0.0020 eV/nm
steps with C > 0: 0
force calls in search: 861; one Hessian: 642
dimer barrier 0.71924 eV, symmetry barrier 0.71924 eV
plain relaxation ends at E-Emin = 0.000000 eV
lowest Hessian eigenvalue -185.64 eV/nm^2
dimer curvature -185.64 eV/nm^2, overlap 0.999999
softest positive 100.5, stiffest 2344.6 eV/nm^2
curvature error ratio on doubling dimer length: 4.005
jumping atom, start to product: 0.2502 nm
other end differs from start by at most 2.5e-05 nm
kick 0.03 nm: C first 56.2, last -185.2 eV/nm^2
  converged True, steps 132, E-Emin 0.7192 eV, max force 0.048 eV/nm
kick 0.06 nm: C first -129.6, last -185.8 eV/nm^2
  converged True, steps 109, E-Emin 0.7192 eV, max force 0.047 eV/nm
RATE AND NEGLECTED EFFECTS
temperature 378 K, kT 0.03257 eV
attempt frequency 4.35 THz
jump rate to one neighbour 1.119e+03 1/s
barrier in 255-atom cell 0.7192 eV, change -0.0000 eV
thermal strain 0.144 %, barrier change -0.01018 eV
tunnelling factor 1.0048, total quantum factor 0.9479
inputs for tilt: charge number 5, resistivity 2.0e-08 ohm m, current 1.0e+10 A/m^2
electromigration tilt at saddle 1.28e-07 eV
rate factor for 0.1 eV barrier error 21.5
```
